# Why heating shifts the phonon mean-free-path accumulation curve rigidly: a numerical check

```python
# RESULT UNDER TEST
# If every phonon mode has heat capacity k_B and scattering rate A_i*T, the
# normalised accumulation alpha(path, T) (share of heat conduction carried by
# modes with free path <= path) depends only on path*T. Heating therefore shifts
# the curve rigidly on a logarithmic path axis.
# Explicit model: three equal acoustic branches, omega = v*k up to omega_max,
# rate = B*omega^2*T. Then alpha = 1 - sqrt(path_min/path),
# path_min = v/(B*omega_max^2*T), conductivity = k_B*omega_max/(2 pi^2 v B T).
# Inputs are rough round values in the regime of Ga2O3, not a computed spectrum.
import numpy as np
from scipy.constants import k as KB, h as H, hbar as HBAR, pi

T_COLD, T_HOT = 300.0, 450.0        # K
SPEED = 4000.0                      # m/s
F_MAX = 5.0e12                      # Hz
W_MAX = 2 * pi * F_MAX              # rad/s
B = 1.2e-18                         # s/K
NM = 1e-9
IDEAL = T_HOT / T_COLD


def bose(x):
    return 1 / np.expm1(x)


def heat_factor(x):
    """Harmonic heat capacity of one mode divided by k_B."""
    return (x / 2 / np.sinh(x / 2))**2


def path_min(T):
    return SPEED / (B * W_MAX**2 * T)


def conductivity(T):
    return KB * W_MAX / (2 * pi**2 * SPEED * B * T)


def alpha_formula(path, T):
    return np.where(path > path_min(T), 1 - np.sqrt(path_min(T) / path), 0.0)


def percentile_path(share, paths, weights):
    """Free path below which the given share of conduction lies."""
    order = np.argsort(paths, axis=None)
    p, w = paths.ravel()[order], weights.ravel()[order]
    cumulative = (np.cumsum(w) - w / 2) / w.sum()
    return np.exp(np.interp(share, cumulative, np.log(p)))


# ---- Small-x behaviour of heat capacity and three-phonon occupation factors
xa, xb = 0.2, 0.3
decay_error = (1 + bose(xa) + bose(xb)) / (1 / xa + 1 / xb) - 1
absorb_error = (bose(xa) - bose(xb)) / (1 / xa - 1 / xb) - 1
assert abs(decay_error / (xa * xb / 12) - 1) < 0.01
assert abs(absorb_error / (-xa * xb / 12) - 1) < 0.01
assert abs((1 - heat_factor(xa)) / (xa**2 / 12) - 1) < 0.01

# ---- General law: random anisotropic modes, explicit sums over modes
rng = np.random.default_rng(4)
n_modes = 3000
velocity = rng.normal(0, 3000, (n_modes, 3))
mode_speed = np.linalg.norm(velocity, axis=1)
mode_w = 2 * pi * 20e12 * rng.random(n_modes)**(1 / 3)
mode_A = B * mode_w**2 * np.exp(0.3 * rng.normal(size=n_modes))
trial_paths = np.geomspace(0.5, 200, 60) * NM


def random_alpha(paths, T, axis, quantum=False, size=None):
    rate = mode_A * T
    if size is not None:
        rate = rate + mode_speed / size
    heat = heat_factor(HBAR * mode_w / (KB * T)) if quantum else np.ones(n_modes)
    contribution = heat * velocity[:, axis]**2 / rate
    free_path = mode_speed / rate
    return np.array([contribution[free_path <= p].sum() for p in paths]) / contribution.sum()


def shift_gap(axis, **options):
    hot = random_alpha(trial_paths, T_HOT, axis, **options)
    cold = random_alpha(trial_paths * IDEAL, T_COLD, axis, **options)
    return np.max(np.abs(hot - cold))


gap_classical = max(shift_gap(axis) for axis in range(3))
gap_quantum = shift_gap(0, quantum=True)
gap_boundary = shift_gap(0, size=20 * NM)
assert gap_classical < 1e-10
assert gap_quantum > 0.01 and gap_boundary > 0.01

# ---- Explicit model against a direct sum over a cubic lattice of wavevectors
# The 1/k^2 peak at the origin leaves an error of about 0.4/cells: tolerance 0.006.
cells = 128
step = W_MAX / SPEED / cells
kk = (np.arange(cells) + 0.5) * step
k_squared = kk[:, None, None]**2 + kk[None, :, None]**2 + kk[None, None, :]**2
inside = k_squared <= (W_MAX / SPEED)**2
kx_squared = np.broadcast_to(kk[:, None, None]**2, k_squared.shape)[inside]
k_squared = k_squared[inside]
lattice_tau = 1 / (B * SPEED**2 * k_squared * T_HOT)
lattice_part = (3 * KB * SPEED**2 * kx_squared / k_squared * lattice_tau
                * 8 * step**3 / (2 * pi)**3)
lattice_k = lattice_part.sum()
assert abs(lattice_k / conductivity(T_HOT) - 1) < 0.006
for p in np.array([10, 20, 50, 100, 500]) * NM:
    counted = lattice_part[SPEED * lattice_tau <= p].sum() / lattice_k
    assert abs(counted - alpha_formula(p, T_HOT)) < 0.006

# ---- Frequency-resolved version, used for percentiles and neglected effects
n_grid = 20000
w = (np.arange(n_grid) + 0.5) * W_MAX / n_grid


def spectrum(T, quantum=False, extra_rate=0.0):
    rate = B * w**2 * T + extra_rate
    heat = heat_factor(HBAR * w / (KB * T)) if quantum else 1.0
    density = 3 * w**2 / (2 * pi**2 * SPEED**3)
    return SPEED / rate, density * KB * heat * SPEED**2 / rate / 3 * W_MAX / n_grid


shares = np.array([0.25, 0.50, 0.75, 0.90])
table = {}
for T in (T_COLD, T_HOT):
    table[T] = percentile_path(shares, *spectrum(T))
    assert np.allclose(table[T], path_min(T) / (1 - shares)**2, rtol=1e-3)
assert np.allclose(table[T_COLD] / table[T_HOT], IDEAL, rtol=1e-4)


def median_ratio(cold, hot):
    return percentile_path(0.5, *cold) / percentile_path(0.5, *hot)


# ---- Layer of finite size: conduction ratio depends only on size*T
def layer_formula(size, T):
    a = path_min(T) / size
    return 1 - np.sqrt(a) * np.arctan(1 / np.sqrt(a))


def layer_sum(size, T):
    return spectrum(T, extra_rate=SPEED / size)[1].sum() / spectrum(T)[1].sum()


layer = 300 * NM
for T in (T_COLD, T_HOT):
    assert abs(layer_sum(layer, T) - layer_formula(layer, T)) < 1e-4
assert abs(layer_sum(layer, T_HOT) - layer_sum(layer * IDEAL, T_COLD)) < 1e-6

# ---- Three-phonon rates from Bose occupations; proportionality to T not imposed
# Units: top frequency 1, t = k_B T/(hbar omega_max), coupling = product of the
# three frequencies, constant speed. Hot limit: rate = t w^2 (1 - w/2).
node, node_weight = np.polynomial.legendre.leggauss(40)
node, node_weight = (node + 1) / 2, node_weight / 2


def bose_model(t, n=2000):
    f = (np.arange(n) + 0.5) / n
    c = f[:, None]
    f1 = (1 - c) * node
    f2 = c + f1
    absorb = (c * f1 * f2 * (bose(f1 / t) - bose(f2 / t))) @ node_weight * (1 - f)
    f1 = c * node
    f2 = c - f1
    decay = 0.5 * (c * f1 * f2 * (1 + bose(f1 / t) + bose(f2 / t))) @ node_weight * f
    rate = absorb + decay
    return f, rate, 1 / rate, f**2 * heat_factor(f / t) / rate


f, hot_rate, _, _ = bose_model(50.0)
assert np.allclose(hot_rate, 50.0 * f**2 * (1 - f / 2), rtol=1e-3)


def bose_gap(t):
    """Largest vertical gap between curves at t and 1.5 t, drawn against path*T."""
    scaled_path = np.geomspace(2.6, 2000, 200)
    curves = []
    for temp in (t, IDEAL * t):
        _, _, paths, weights = bose_model(temp)
        order = np.argsort(paths)
        ws = weights[order]
        cumulative = (np.cumsum(ws) - ws / 2) / ws.sum()
        curves.append(np.interp(np.log(scaled_path), np.log(paths[order] * temp), cumulative))
    return np.max(np.abs(curves[0] - curves[1]))


fall = bose_gap(8.0) / bose_gap(16.0)
assert 3.8 < fall < 4.2
t_cold = KB * T_COLD / (H * F_MAX)
ratio_bose = median_ratio(bose_model(t_cold)[2:], bose_model(IDEAL * t_cold)[2:])

# ---- Size of neglected effects: ratio of median paths, cold over hot
ratio_heat = median_ratio(spectrum(T_COLD, quantum=True), spectrum(T_HOT, quantum=True))
ratio_layer = median_ratio(spectrum(T_COLD, extra_rate=SPEED / layer),
                           spectrum(T_HOT, extra_rate=SPEED / layer))
EXTRA = 0.10                        # chosen strength relative to rate at 300 K
top_rate = B * W_MAX**2 * T_COLD
defect = EXTRA * top_rate * (w / W_MAX)**4
ratio_defect = median_ratio(spectrum(T_COLD, extra_rate=defect),
                            spectrum(T_HOT, extra_rate=defect))
four = [EXTRA * B * w**2 * T_COLD * (T / T_COLD)**2 for T in (T_COLD, T_HOT)]
ratio_four = median_ratio(spectrum(T_COLD, extra_rate=four[0]),
                          spectrum(T_HOT, extra_rate=four[1]))
assert ratio_heat > IDEAL and ratio_four > IDEAL and ratio_layer < IDEAL

# Optical phonon as scattering partner of the acoustic mode with median path
F_OPT = 12e12
f_median = F_MAX / 2
occupation = [bose(H * F_OPT / (KB * T)) - bose(H * (F_OPT + f_median) / (KB * T))
              for T in (T_COLD, T_HOT)]
partner_growth = occupation[1] / occupation[0]
assert partner_growth > IDEAL

# Optical modes as heat carriers: 27 branches beside 3 acoustic ones
V_OPT, TAU_OPT = 1000.0, 1e-12      # m/s, s at the cold temperature
cell_density = (W_MAX / SPEED)**3 / (6 * pi**2)
optical_k, with_optical = {}, {}
for T in (T_COLD, T_HOT):
    tau = TAU_OPT * T_COLD / T
    optical_k[T] = (27 * cell_density * KB * heat_factor(H * F_OPT / (KB * T))
                    * V_OPT**2 * tau / 3)
    paths, weights = spectrum(T)
    with_optical[T] = (np.append(paths, V_OPT * tau), np.append(weights, optical_k[T]))
ratio_optical = median_ratio(with_optical[T_COLD], with_optical[T_HOT])
assert ratio_optical > IDEAL

# Anisotropic sound speed: stiff axis and two equal soft axes
V_STIFF, V_SOFT = 5000.0, 3500.0
mu = ((np.arange(200) + 0.5) / 200)[:, None]
w_coarse = ((np.arange(1500) + 0.5) * W_MAX / 1500)[None, :]
group_speed = np.sqrt(V_STIFF**2 * mu**2 + V_SOFT**2 * (1 - mu**2))


def anisotropic(T, stiff):
    tau = 1 / (B * w_coarse**2 * T)
    squared = V_STIFF**2 * mu**2 if stiff else V_SOFT**2 * (1 - mu**2) / 2
    return group_speed * tau, squared * w_coarse**2 * tau


k_anisotropy = anisotropic(T_COLD, True)[1].sum() / anisotropic(T_COLD, False)[1].sum()
assert abs(k_anisotropy / (V_STIFF / V_SOFT)**2 - 1) < 1e-3
median_stiff = percentile_path(0.5, *anisotropic(T_COLD, True))
median_soft = percentile_path(0.5, *anisotropic(T_COLD, False))
ratio_aniso = median_ratio(anisotropic(T_COLD, True), anisotropic(T_HOT, True))
assert abs(ratio_aniso - IDEAL) < 1e-4

# ---- Output
print(f"temperatures: {T_COLD:.0f} K and {T_HOT:.0f} K, ratio {IDEAL:.3f}")
print(f"sound speed {SPEED/1000:.1f} km/s, top frequency {F_MAX/1e12:.1f} THz")
print(f"rate coefficient B = {B:.2e} s/K")
print(f"log shift ln(T2/T1) = {np.log(IDEAL):.4f}, in decades {np.log10(IDEAL):.4f}")
for T in (T_COLD, T_HOT):
    x_top = H * F_MAX / (KB * T)
    print(f"-- at {T:.0f} K --")
    print(f"conductivity {conductivity(T):.2f} W/(m K)")
    print(f"top mode: rate {B*W_MAX**2*T:.3e} 1/s, lifetime {1e12/(B*W_MAX**2*T):.3f} ps")
    print(f"shortest path {path_min(T)/NM:.2f} nm")
    print("paths at 25, 50, 75, 90 %: " + ", ".join(f"{p/NM:.1f}" for p in table[T]) + " nm")
    print(f"share below 100 nm: {float(alpha_formula(100*NM, T)):.4f}")
    print(f"top mode x = {x_top:.3f}, heat capacity / k_B = {heat_factor(x_top):.4f}")
    print(f"layer {layer/NM:.0f} nm: conductivity / bulk = {layer_formula(layer, T):.4f}")
    print(f"optical modes carry {optical_k[T]:.3f} W/(m K)")
print(f"share below 150 nm at 300 K: {float(alpha_formula(150*NM, T_COLD)):.4f}")
print(f"lattice sum / formula for conductivity: {lattice_k/conductivity(T_HOT):.4f}")
print("-- random modes, largest gap after the predicted shift --")
print(f"classical {gap_classical:.1e}, quantum heat {gap_quantum:.3f}, "
      f"20 nm boundary {gap_boundary:.3f}")
print("-- Bose three-phonon model --")
print(f"gap at example temperatures {bose_gap(t_cold):.4f}")
print(f"gap shrinks by factor {fall:.3f} when temperature doubles (hot)")
print(f"-- median path ratio 300 K / 450 K, ideal {IDEAL:.3f} --")
print(f"quantum heat capacity only: {ratio_heat:.3f}")
print(f"Bose heat capacity and acoustic rates: {ratio_bose:.3f}")
print(f"optical modes also carry heat: {ratio_optical:.3f}")
print(f"layer of {layer/NM:.0f} nm: {ratio_layer:.3f}")
print(f"defect rate {100*EXTRA:.0f} % of top-mode rate at 300 K: {ratio_defect:.3f}")
print(f"four-phonon rate {100*EXTRA:.0f} % at 300 K: {ratio_four:.3f}")
print(f"anisotropic speeds {V_STIFF/1000:.1f} and {V_SOFT/1000:.1f} km/s: {ratio_aniso:.3f}")
print(f"anisotropy: conductivity ratio {k_anisotropy:.3f}, median paths at 300 K "
      f"{median_stiff/NM:.1f} and {median_soft/NM:.1f} nm")
print(f"optical partner {F_OPT/1e12:.0f} THz, acoustic mode {f_median/1e12:.1f} THz: "
      f"rate grows by {partner_growth:.3f}")
print(f"optical carriers: speed {V_OPT/1000:.1f} km/s, lifetime {TAU_OPT*1e12:.1f} ps at 300 K")
print("all tests passed")
```

It prints:

```
temperatures: 300 K and 450 K, ratio 1.500
sound speed 4.0 km/s, top frequency 5.0 THz
rate coefficient B = 1.20e-18 s/K
log shift ln(T2/T1) = 0.4055, in decades 0.1761
-- at 300 K --
conductivity 15.26 W/(m K)
top mode: rate 3.553e+11 1/s, lifetime 2.814 ps
shortest path 11.26 nm
paths at 25, 50, 75, 90 %: 20.0, 45.0, 180.1, 1125.8 nm
share below 100 nm: 0.6645
top mode x = 0.800, heat capacity / k_B = 0.9483
layer 300 nm: conductivity / bulk = 0.7328
optical modes carry 0.754 W/(m K)
-- at 450 K --
conductivity 10.17 W/(m K)
top mode: rate 5.330e+11 1/s, lifetime 1.876 ps
shortest path 7.51 nm
paths at 25, 50, 75, 90 %: 13.3, 30.0, 120.1, 750.5 nm
share below 100 nm: 0.7260
top mode x = 0.533, heat capacity / k_B = 0.9766
layer 300 nm: conductivity / bulk = 0.7764
optical modes carry 0.592 W/(m K)
share below 150 nm at 300 K: 0.7260
lattice sum / formula for conductivity: 0.9966
-- random modes, largest gap after the predicted shift --
classical 2.2e-16, quantum heat 0.047, 20 nm boundary 0.064
-- Bose three-phonon model --
gap at example temperatures 0.0067
gap shrinks by factor 3.999 when temperature doubles (hot)
-- median path ratio 300 K / 450 K, ideal 1.500 --
quantum heat capacity only: 1.522
Bose heat capacity and acoustic rates: 1.528
optical modes also carry heat: 1.525
layer of 300 nm: 1.385
defect rate 10 % of top-mode rate at 300 K: 1.512
four-phonon rate 10 % at 300 K: 1.568
anisotropic speeds 5.0 and 3.5 km/s: 1.500
anisotropy: conductivity ratio 2.041, median paths at 300 K 50.0 and 43.1 nm
optical partner 12 THz, acoustic mode 2.5 THz: rate grows by 1.823
optical carriers: speed 1.0 km/s, lifetime 1.0 ps at 300 K
all tests passed
```
